# Görling-Levy second-order correlation in the adiabatic connection and double hybrids, part 2

Double hybrids add a second-order orbital sum to a density functional; the adiabatic connection gives this sum an exact place. In atomic units, $\hat H_\lambda=\hat T+\lambda\hat V_{ee}+\sum_kv_\lambda(\mathbf r_k)$ has the $N$-electron ground state $\Psi_\lambda$, and the local $v_\lambda$ keeps its density $n$ fixed. At $\lambda=1$ it is the external potential. At $\lambda=0$ it is the Kohn-Sham (KS) potential $v_s$, with closed-shell determinant $\Phi$, real spin orbitals $\phi_p(x)$, $x=(\mathbf r,\sigma)$, and eigenvalues $\varepsilon_p$; $i,j$ are occupied, $a,b$ virtual.

With $U$ the Hartree energy, $T_s=\langle\Phi|\hat T|\Phi\rangle$, $F_\lambda=\min_{\Psi\to n}\langle\hat T+\lambda\hat V_{ee}\rangle$, $W_\lambda=\langle\hat V_{ee}\rangle_\lambda-U$, $E_x=W_0$ and $E_{xc}=F_1-T_s-U=\int_0^1W_\lambda\,d\lambda$,

$$E_c^\lambda\equiv F_\lambda-T_s-\lambda(U+E_x)=\int_0^\lambda (W_{\mu}-E_x)\,d\mu,\qquad E_c=E_c^{1}. \tag{4}$$

In $v_\lambda=v_s+\lambda v^{(1)}+\lambda^2v^{(2)}+\dots$,

$$v^{(1)}=-(v_H+v_x),\qquad v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'. \tag{5}$$

$\hat H^{(0)}=\hat H_0$ has determinants $\Phi_k$ with energies $\mathcal E_k$. With $\hat H^{(1)}=\hat V_{ee}-\sum_k[v_H+v_x](\mathbf r_k)$, the first-order state is

$$\Psi^{(1)}=-\sum_{k\ne0}\Phi_k\frac{\langle\Phi_k|\hat H^{(1)}|\Phi\rangle}{\mathcal E_k-\mathcal E_0}. \tag{6}$$

Only doubles and singles contribute:

$$\langle\Phi_{ij}^{ab}|\hat H^{(1)}|\Phi\rangle=\langle ab\|ij\rangle. \tag{8}$$

$$\langle\Phi_i^a|\hat H^{(1)}|\Phi\rangle=\langle a|\hat K-v_x|i\rangle. \tag{9}$$

Here $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, $\langle pq|rs\rangle=\iint\phi_p(x)\phi_q(x')\,|\mathbf r-\mathbf r'|^{-1}\phi_r(x)\phi_s(x')$, and $\hat K$ is Fock exchange with kernel $K(x,x')=-\gamma(x,x')/|\mathbf r-\mathbf r'|$, $\gamma(x,x')=\sum_j\phi_j(x)\phi_j(x')$. With $\rho_{ia}(\mathbf r)=\sum_\sigma\phi_i(x)\phi_a(x)$ and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$, the first-order density must vanish:

$$n^{(1)}(\mathbf r)=-2\sum_{ia}\rho_{ia}(\mathbf r)\frac{\langle a|\hat K-v_x|i\rangle}{\Delta_{ia}}=0. \tag{10}$$

This is the optimized effective potential (OEP) equation, which fixes $v_x=\delta E_x/\delta n$ up to a constant:

$$\int\chi_s(\mathbf r,\mathbf r')v_x(\mathbf r')\,d^3r'=b(\mathbf r),\quad \chi_s=-2\sum_{ia}\frac{\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')}{\Delta_{ia}},\quad b=-2\sum_{ia}\rho_{ia}(\mathbf r)\frac{\langle a|\hat K|i\rangle}{\Delta_{ia}}. \tag{11}$$

With $W_0'=dW_\lambda/d\lambda|_0$, the Görling-Levy energy (GL2), doubles $E_D$ plus singles $E_S$, is

$$\tfrac12W_0'=E_c^{\rm GL2}=-\frac14\sum_{ijab}\frac{\langle ij\|ab\rangle^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}-\sum_{ia}\frac{\langle a|\hat K-v_x|i\rangle^2}{\varepsilon_a-\varepsilon_i}. \tag{12}$$

$$E_c^\lambda=\lambda^2E_c^{\rm GL2}+O(\lambda^3). \tag{13}$$

Its kinetic part $T_c^\lambda=\langle\hat T\rangle_\lambda-T_s$ is $-\lambda^2E_c^{\rm GL2}$ at leading order. For $S[u]=-\sum_{ia}\langle a|\hat K-u|i\rangle^2/\Delta_{ia}$ with local $u=v_x+\delta$,

$$S[v_x+\delta]=E_S+\tfrac12\iint\delta\,\chi_s\,\delta\le E_S, \tag{14}$$

In spatial orbitals $\varphi_p$, with $(pq|rs)=\iint\varphi_p\varphi_q(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\varphi_r\varphi_s(\mathbf r')$ and $D_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$,

$$E_c^{\rm GL2}=-\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{D_{ij}^{ab}}-2\sum_{ia}\frac{\langle a|\hat K-v_x|i\rangle^2}{\Delta_{ia}},\qquad\langle a|\hat K|i\rangle=-\sum_j(aj|ji). \tag{15}$$

The questioner now asks to see (12) tested on a system with nonzero singles, with the slope obtained at truly fixed density, without perturbation theory.

**A.** An open chain of six sites with four electrons serves. The kinetic operator is a nearest-neighbour hopping $-t$ with $t=2$ eV, the spacing is 1.5 Å, and the interaction has the Ohno form $V(d)=U_0/\sqrt{1+(U_0d/k)^2}$ with $U_0=8$ eV and $k=e^2/4\pi\epsilon_0=14.3996$ eV Å. For neighbours $U_0d/k=12/14.3996=0.8334$, and $V=8/\sqrt{1.6945}=6.1457$ eV; the further values are 4.1159, 2.9711, 2.2987 and 1.8669 eV. The external potential is the attraction $-\sum_qV_{pq}Z_q$ to ions of charge $1,\tfrac12,1,\tfrac12,\tfrac12,\tfrac12$. These are round model parameters. "Local" means diagonal in the site index, the density is the list of site occupations, and $\int d^3r$ becomes $\sum_p$; nothing in the derivation used more than that. The interaction must extend beyond one site, because an on-site interaction makes $K_{pq}=-\gamma_{pq}V_{pq}$ diagonal, hence local, and the singles vanish. With two electrons of each spin, ordered along the chain, all off-diagonal elements of $\hat H_\lambda$ equal $-t$ or zero and connect all configurations, so the Perron-Frobenius theorem makes the ground state of this sector non-degenerate for either sign of $\lambda$, and central differences about $\lambda=0$ are allowed.

The exact density at $\lambda=1$ is $(0.735,\,0.906,\,0.588,\,0.705,\,0.728,\,0.337)$. At each $\lambda$ the potential that reproduces it is found by Newton iteration on exact diagonalizations of the 225-dimensional Hamiltonian. The program that does this, with its output, is printed after this text. At $\lambda=0$ the KS eigenvalues are $-3.64584$, $-2.45726$ (occupied) and $-0.96602$, $0.82142$, $2.46876$, $3.77893$ eV.

First the potential, with all potentials shifted to zero mean. On site 1, $v_H=-1.14192$ eV and the solution of (11) is $v_x=-0.02760$ eV, so (5) predicts $dv_\lambda/d\lambda=1.14192+0.02760=1.16952$ eV. On site 3 it predicts $-(2.22034+0.68770)=-2.90804$ eV. The finite difference of the inverted potentials gives 1.16952 and $-2.90804$ eV. The program asserts this agreement on all sites within $2\times10^{-6}$ eV, and the same for $v_x$ against a numerical derivative of $E_x$ with respect to the site occupations.

Now the singles. There are $2\times4=8$ occupied-virtual pairs and only $6-1=5$ free values of $v_x$, so the fit in (14) need not be perfect. Each line shows $|\langle a|\hat K-v_x|i\rangle|^2/\Delta_{ia}$ in eV:

| $a$ | $i=1$ | $i=2$ |
|---|---|---|
| 3 | $0.12682^2/2.67982=0.00600$ | $0.00491^2/1.49124=0.00002$ |
| 4 | $0.05523^2/4.46726=0.00068$ | $0.14646^2/3.27868=0.00654$ |
| 5 | $0.16364^2/6.11460=0.00438$ | $0.07598^2/4.92602=0.00117$ |
| 6 | $0.18073^2/7.42477=0.00440$ | $0.08227^2/6.23619=0.00109$ |

The eight entries add to 0.02428 eV, and the spin factor gives $E_S=-2\times0.02428=-0.04856$ eV. The element across the smallest gap is by far the smallest. Equation (11) fixes $v_x$ up to a constant and with it every element in the table, but nothing in the derivation requires the element across the smallest gap to be small in general. The doubles give $E_D=-0.6934146$ eV, so

$$E_c^{\rm GL2}=-0.6934146-0.0485572\approx-0.741972\ \text{eV}=-0.027267\ \text{hartree}.$$

Half the slope of $\langle\hat V_{ee}\rangle_\lambda$, from inverted ground states at $\lambda=\pm0.01,\pm0.02$, is $-0.7419716$ eV, against $-0.7419717$ eV from (15); the asserted tolerance is $2\times10^{-7}$ eV. Seven digits mean nothing for the physics of such a model and serve only to make the test sharp. The singles are 6.5% of GL2, and the program asserts that the identity fails without them. It also asserts failure with the Fermi-Amaldi potential $u=-v_H/N$: then $S[u]=-0.33801$ eV, more negative than $E_S$ as (14) demands, and the total $-0.69341-0.33801=-1.03142$ eV overshoots half the slope by 39% of the latter. Relation (14) itself is asserted for five random $\delta$. Rules (8) and (9) are tested with explicit determinants, sorted by excitation level, which reproduce $E_S$ and $E_D$ and give nothing for triples and quadruples. The numerical $\lambda^2$ coefficients are $-0.741972$ eV for $E_c^\lambda$ and $+0.741972$ eV for $T_c^\lambda$, as derived below (13), and the quadrature $\int_0^1W_\lambda d\lambda=-13.200858$ eV matches $E_{xc}$ from its definition.

**Q.** The identity holds at the origin. How good is the tangent as a guide to the whole curve?

**A.** In this chain it is poor at full coupling. The exact value is $E_c=E_{xc}-E_x=-13.200858+12.685474=-0.515384$ eV, and GL2 is 1.44 times that. The printed values of $W_\lambda-E_x$ are $-0.1386$, $-0.5516$ and $-0.8799$ eV at $\lambda=0.1$, $0.5$ and $1$, against tangent values $2\lambda E_c^{\rm GL2}=-0.1484$, $-0.7420$ and $-1.4839$ eV. The curve lies above its tangent at all three points. The derivation guarantees only $W_\lambda'\le0$; the upward bending is an observation on this model. At $\lambda=0.1$ the departure can be described by one effective cubic term. If $E_c^\lambda=\lambda^2E_c^{\rm GL2}+c\lambda^3$, then $E_c^\lambda/\lambda^2=-0.708615$ eV gives $c=(0.741972-0.708615)/0.1=0.334$ eV; being fitted at this $\lambda$, it also absorbs higher orders and is not exactly the cubic coefficient at the origin. Differentiating (4), $W_\lambda-E_x=2\lambda E_c^{\rm GL2}+3c\lambda^2$, which predicts an excess over the tangent of $3\times0.334\times0.01=0.0100$ eV; the printed excess is $0.148394-0.138598=0.0098$ eV.

**Q.** Is there a limit of the physical functional $E_c[n]$, at full interaction, in which GL2 becomes exact?

**A.** Yes, the high-density limit of uniform scaling. Let $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$. The map $\Psi\mapsto\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots,\gamma\mathbf r_N)$ takes states of density $n$ one-to-one to normalized states of density $n_\gamma$. A change of variables multiplies $\langle\hat T\rangle$ by $\gamma^2$ (two derivatives) and $\langle\hat V_{ee}\rangle$ by $\gamma$ (one inverse length). The minimum form of $F$ then gives $F_1[n_\gamma]=\min_{\Psi\to n}\gamma^2\langle\hat T+\gamma^{-1}\hat V_{ee}\rangle=\gamma^2F_{1/\gamma}[n]$. The same map applied to $\Phi$ gives $T_s\to\gamma^2T_s$ and $U+E_x\to\gamma(U+E_x)=\gamma^2\cdot\gamma^{-1}(U+E_x)$. Subtracting as in (4),

$$E_c[n_\gamma]=\gamma^2E_c^{1/\gamma}[n]=E_c^{\rm GL2}[n]+O(\gamma^{-1}), \tag{16}$$

where (13) was used with $\lambda=1/\gamma$. Consistency needs GL2 to be scale invariant, and it is. The orbitals $\gamma^{3/2}\varphi_p(\gamma\mathbf r)$ solve the KS equation with potential $\gamma^2v_s(\gamma\mathbf r)$ and eigenvalues $\gamma^2\varepsilon_p$. Two-electron integrals and elements of $\hat K$ scale as $\gamma$, and $\gamma v_x(\gamma\mathbf r)$ has elements scaled by $\gamma$ as well, so it satisfies (10). Each term of (12) scales as $\gamma^2/\gamma^2$.

**Q.** What happens for two electrons, where exchange only removes self-interaction?

**A.** In a singlet with one spatial orbital $\varphi$ and $n=2\varphi^2$, let $J(\mathbf r)=\int\varphi^2(\mathbf r')/|\mathbf r-\mathbf r'|=v_H/2$. Then $(\hat K\varphi)(\mathbf r)=-\varphi(\mathbf r)\int\varphi^2(\mathbf r')/|\mathbf r-\mathbf r'|=-J\varphi$. The choice $v_x=-v_H/2$ makes every element (9) zero, so it solves (10), the singles vanish, and $E_x=-U/2$. This case isolates the role of the denominators. Let $\hat h$ be the kinetic plus nuclear operator, and take the Hartree-Fock (HF) orbital. The Fock operator is $\hat f=\hat h+2J+\hat K$, and the local operator $\hat h_s=\hat h+v_H+v_x=\hat h+J$ differs from it by $J+\hat K$, which annihilates $\varphi$. So $\varphi$ is an eigenfunction of both with the same eigenvalue $\varepsilon_g$, and when it is the lowest eigenfunction of $\hat h_s$, that operator is the KS operator of the HF density. For any real function $f$,

$$\langle f|J+\hat K|f\rangle=\iint\frac{f(\mathbf r)^2\varphi(\mathbf r')^2-f(\mathbf r)\varphi(\mathbf r)f(\mathbf r')\varphi(\mathbf r')}{|\mathbf r-\mathbf r'|}=\frac12\iint\frac{[f(\mathbf r)\varphi(\mathbf r')-f(\mathbf r')\varphi(\mathbf r)]^2}{|\mathbf r-\mathbf r'|}\ge0 ,$$

as one checks by expanding the square and exchanging $\mathbf r\leftrightarrow\mathbf r'$ in one term. Hence $\hat h_s\le\hat f$, and by the min-max principle each KS virtual level lies at or below the HF level of the same rank.

This orders GL2 and second-order Møller-Plesset theory (MP2). For one occupied orbital $g$, $(gb|ga)=(ga|gb)$, and (15) reduces to $-\sum_{ab}(ga|gb)^2/(\varepsilon_a+\varepsilon_b-2\varepsilon_g)=-\langle y|A^{-1}|y\rangle$. Here $y_{ab}=(ga|gb)$ is a vector in the product of two copies of the virtual space, and $A=\hat h_s\otimes1+1\otimes\hat h_s-2\varepsilon_g$ is positive on that space. MP2 has the same form with $\hat f$ in place of $\hat h_s$. The virtual space is the complement of $\varphi$ in both cases, so $y$ is the same vector. Completing the square shows $\langle y|A^{-1}|y\rangle=\max_z(2\langle z|y\rangle-\langle z|A|z\rangle)$, and the smaller operator gives the larger maximum. Therefore $E_c^{\rm GL2}\le E_c^{\rm MP2}$ for a two-electron singlet at the HF density.

**Q.** Show me this for a real molecule, and tell me how a density is held fixed in a finite basis.

**A.** Take H$_2$ in the cc-pVTZ basis (28 functions) with $\hat h_s=\hat h+v_H/2$. No inversion is needed for the slope. On the path $\hat H^{(0)}+\lambda(\hat V_{ee}-\sum_kJ(\mathbf r_k))$, where $v_H+v_x=J$, the state $\Psi^{(1)}$ consists of doubles only, so no one-body quantity changes at first order, and the omitted $v^{(2)}$ does not affect $W_0'$. The program solves this path by full configuration interaction (FCI) at $\lambda=\pm0.002,\pm0.004$. At each bond length it asserts that the derivative of the one-particle density matrix is below $10^{-6}$, that half the slope of $\langle\hat V_{ee}\rangle$ equals (15) to a relative $10^{-5}$, that it differs from MP2 by more than 5% of MP2, that the HF orbital is the lowest eigenvector of $\hat h_s$, and that the KS virtual levels do not exceed the HF ones. Energies are in eV:

| $R$ (Å) | KS gap | HF gap | MP2 | FCI − HF | GL2 |
|---|---|---|---|---|---|
| 0.74 | 12.166 | 20.734 | −0.862 | −1.071 | −1.281 |
| 2.0 | 2.866 | 9.446 | −1.412 | −2.593 | −3.841 |
| 3.0 | 0.890 | 5.656 | −2.628 | −4.598 | −14.301 |

At 0.74 Å, $E_c^{\rm GL2}=-1.28082$ eV $=-0.047069$ hartree, which is $1.28082/0.86195=1.49$ times MP2 and $1.28082/1.07116=1.20$ times FCI − HF. These are cc-pVTZ values and are not converged with the basis. In aug-cc-pVQZ at 0.74 Å the KS and HF gaps are 11.82 and 17.47 eV, and MP2, FCI − HF and GL2 are $-0.905$, $-1.099$ and $-1.337$ eV (ratios 1.48 and 1.22); GL2 is $-3.90$ eV at 2.0 Å and $-13.70$ eV at 3.0 Å, and the ordering of the three energies is unchanged. The order GL2 < FCI − HF < MP2 is asserted at the three distances; only GL2 $\le$ MP2 was derived in general. FCI − HF is not quite the density-functional $E_c$ of the HF density. In a complete basis the variational principle for densities gives $E_{\rm exact}\le T_s+\int nv_{\rm ext}+U+E_x+E_c$ at $n=n_{\rm HF}$, and the first four terms are $E_{\rm HF}$ because the KS and HF determinants coincide. So $E_c[n_{\rm HF}]\ge E_{\rm exact}-E_{\rm HF}$, and relative to $E_c[n_{\rm HF}]$ the overshoot of GL2 would be at least as large as relative to the quantum-chemical value. For the scaling law, the calculation at 0.74 Å was repeated with $\gamma=2$: exponents times $\gamma^2$, bond length over $\gamma$, and nuclear and Hartree-exchange potentials times $\gamma$, which realizes $\gamma^2v_s(\gamma\mathbf r)$. The ratios of $E_x$, gap and GL2 to their unscaled values came out as 2, 4 and 1.

**Q.** At 3 Å GL2 is three times the FCI correlation energy. Is (12) breaking down?

**A.** The identity still holds there: half the FCI slope is $-14.30128$ eV, equal to the sum. What fails is the tangent as an estimate of the area. In the two-electron sum every term is non-positive, so $E_c^{\rm GL2}\le-(gu|gu)^2/2\Delta$, where $u$ is the lowest virtual orbital and $\Delta=\varepsilon_u-\varepsilon_g$. This one term is

$$-\frac{1.7811^2}{2\times12.1661}=-0.130,\qquad-\frac{4.1438^2}{2\times2.8664}=-2.995,\qquad-\frac{4.8936^2}{2\times0.8901}=-13.452\ \text{eV},$$

which is 10%, 78% and 94% of GL2, while GL2/(FCI − HF) rises from 1.20 through 1.48 to 3.11; both trends are asserted. The numbers depend on the basis: in aug-cc-pVQZ $(gu|gu)$ at 0.74 Å drops to 1.34 eV, the shares are 6%, 74% and 92%, and the ratios are 1.22, 1.50 and 3.02, with the same trends. At large $R$ the two lowest levels of a local double well are $g,u\to(A\pm B)/\sqrt2$, built from the atomic functions $A$ and $B$, and their splitting vanishes with the overlap. The product is $gu=(A^2-B^2)/2$, so $(gu|gu)=\tfrac14[(AA|AA)+(BB|BB)-2(AA|BB)]\to\tfrac12[(AA|AA)-1/R]$ stays finite, and GL2 falls without bound. The exact correlation energy cannot follow. Since $\langle\hat V_{ee}\rangle\ge0$, $W_\lambda\ge-U$, and (4) gives $E_c\ge-U-E_x$, which for two electrons with $U=-2E_x$ is $E_c\ge E_x$. At 3.0 Å, $E_x=-9.5177$ eV, so GL2 at $-14.30$ eV already lies below a bound that the exact $E_c$ of this density must respect. The same bound, $W_\lambda-E_x\ge E_x$, shows that the curve must leave its tangent $2\lambda E_c^{\rm GL2}$ before $\lambda=9.5177/(2\times14.301)=0.33$. In the strict limit $\Delta=0$ the assumption of a non-degenerate $\Phi$ fails and (6) has no meaning.

A metal fails the gap assumption in another way. For the uniform gas, count powers of a small momentum transfer $q$ in the direct part of $E_D$: the squared integral goes as $q^{-4}$, each of the two particle-hole pairs has a phase space proportional to $q$, the denominator is proportional to $q$, and the measure is $q^2dq$. The product is $dq/q$, which diverges logarithmically, so $W_\lambda$ has no finite initial slope, and (12), (13) and the second equality in (16) do not apply. The first equality in (16) is pure scaling and needs no gap.

**Q.** What, then, does this license for a double hybrid? It uses a fraction of a second-order term, and it need not use these orbitals or keep the singles.

**A.** It licenses a relation between the two fractions. Cut the connection at some $\lambda$ and use (4): $\int_0^\lambda W=\lambda E_x+E_c^\lambda$, and the remainder is $(1-\lambda)E_x+E_c-E_c^\lambda$. Treat the first piece with orbitals, using (13), and the remainder with a semilocal density-functional approximation (DFA), using (16) with $\gamma=1/\lambda$ in the form $E_c^\lambda[n]=\lambda^2E_c[n_{1/\lambda}]$:

$$E_{xc}\approx\lambda E_x+\lambda^2E_c^{\rm GL2}+(1-\lambda)E_x^{\rm DFA}[n]+E_c^{\rm DFA}[n]-\lambda^2E_c^{\rm DFA}[n_{1/\lambda}]. \tag{17}$$

The exact-exchange weight is $\lambda$ and the second-order weight is $\lambda^2$, the structure of the density-scaled one-parameter double hybrid; ignoring the scaling in the last term turns the semilocal correlation into $(1-\lambda^2)E_c^{\rm DFA}$. The truncation error of the orbital piece is $O(\lambda^3)$. In the chain at $\lambda=0.5$, the exact $E_c^\lambda=0.25\times(-0.6055)=-0.1514$ eV and $\lambda^2E_c^{\rm GL2}=0.25\times(-0.7420)=-0.1855$ eV, an error of $-0.034$ eV or 23% of the exact $E_c^\lambda$, against $-0.227$ eV or 44% at $\lambda=1$.

The licence has limits. If the zeroth-order operator is a hybrid one containing $\lambda(v_H+\hat K)$, the perturbation is $\lambda\,[\hat V_{ee}-\sum_k(v_H+\hat K)(k)]$, and its singles element is $\lambda\langle a|v_H+\hat K|i\rangle-\lambda\langle a|v_H+\hat K|i\rangle=0$. A doubles-only sum is then the complete second order of that partition, but its orbitals and denominators are those of a nonlocal operator, and the sum is not $\tfrac12W_0'$; the gap between MP2 and GL2 for H$_2$ shows the size of the difference when the full $\hat K$ is used. If the orbitals come from an approximate local potential, they are the exact KS orbitals of their own density, and (12) holds for that density provided the singles are kept and $v_x$ is obtained from (11) with those orbitals. This holds for a complete orbital set; in a finite basis the space allowed for $v_x$ must be restricted to match the orbital basis, or (11) can remove the singles artificially. A doubles-only sum on such orbitals lies above $\tfrac12W_0'$ by $|E_S|$, which is zero for a two-electron singlet and 6.5% of GL2 in the chain. A second-order weight chosen independently of the exchange weight is an empirical choice that (17) does not fix, and any fixed positive weight on GL2 inherits the divergence of $(gu|gu)^2/2\Delta$ found above for stretched H$_2$, where the KS gap closes while $(gu|gu)$ stays finite.

## Numbers as computed

```
A chain: L=6, N=4, t=2.0 eV, spacing=1.5 A, U=8.0 eV
e^2/(4 pi eps0) = 14.3996 eV A; ion charges: 1.0 0.5 1.0 0.5 0.5 0.5
V(0..5 spacings) [eV]: 8.0000 6.1457 4.1159 2.9711 2.2987 1.8669
v_ext, zero mean [eV]: 0.4122 -1.8149 -2.6357 -1.1362 1.1235 4.0512
density [electrons/site]: 0.73538 0.90583 0.58829 0.70486 0.72827 0.33738
v_s, zero mean [eV]: -0.82730 -0.29970 -0.08798 0.29962 0.56388 0.35149
KS eigenvalues [eV]: -3.64584 -2.45726 -0.96602 0.82142 2.46876 3.77893
v_H, zero mean [eV]: -1.14192 1.81053 2.22034 1.62043 -0.37690 -4.13248
v_x OEP, zero mean [eV]: -0.02760 -0.58785 0.68770 -0.31092 -0.49792 0.73658
dEx/dn numerical [eV]: -0.02760 -0.58785 0.68770 -0.31092 -0.49792 0.73658
dv_lam/dlam numerical [eV]: 1.16952 -1.22268 -2.90804 -1.30951 0.87482 3.39591
|<a|K-vx|i=1>|, a=3..6 [eV]: 0.12682 0.05523 0.16364 0.18073
|<a|K-vx|i=2>|, a=3..6 [eV]: 0.00491 0.14646 0.07598 0.08227
Ts = -12.015001 eV, U = 39.612710 eV, Ex = -12.685474 eV
GL2 doubles = -0.6934146 eV, singles = -0.0485572 eV
GL2 total = -0.7419717 eV = -0.02726696 hartree
half slope of W (fixed n, numerical) = -0.7419716 eV
lam^2 coefficient: Ec = -0.741972 eV, Tc = 0.741972 eV
singles with Fermi-Amaldi potential = -0.3380105 eV
Exc definition = -13.2008580 eV, integral of W = -13.2008580 eV
Ec exact = -0.515384 eV, GL2/Ec = 1.4396
lam=0.1: W-Ex = -0.138598 eV, 2 lam GL2 = -0.148394 eV, Ec_lam/lam^2 = -0.708615 eV
lam=0.5: W-Ex = -0.551614 eV, 2 lam GL2 = -0.741972 eV, Ec_lam/lam^2 = -0.605499 eV
lam=1.0: W-Ex = -0.879928 eV, 2 lam GL2 = -1.483943 eV, Ec_lam/lam^2 = -0.515384 eV
B H2/cc-pVTZ, exchange-only KS
R = 0.74 A: 28 functions, e_HOMO = -16.1823 eV, Ex = -17.9240 eV
  gap KS = 12.1661 eV, gap HF = 20.7336 eV, (gu|gu) = 1.7811 eV
  GL2 = -1.28082 eV = -0.047069 hartree, half slope FCI = -1.28082 eV
  MP2 = -0.86195 eV, FCI-HF = -1.07116 eV, GL2/(FCI-HF) = 1.1957
  g^2->u^2 term = -0.13038 eV, share of GL2 = 0.1018
  scaling gamma=2.0: Ex ratio 2.000000, gap ratio 4.000000, GL2 ratio 1.000000
R = 2.0 A: 28 functions, e_HOMO = -10.5593 eV, Ex = -11.2562 eV
  gap KS = 2.8664 eV, gap HF = 9.4458 eV, (gu|gu) = 4.1438 eV
  GL2 = -3.84071 eV = -0.141143 hartree, half slope FCI = -3.84071 eV
  MP2 = -1.41248 eV, FCI-HF = -2.59300 eV, GL2/(FCI-HF) = 1.4812
  g^2->u^2 term = -2.99526 eV, share of GL2 = 0.7799
R = 3.0 A: 28 functions, e_HOMO = -8.9579 eV, Ex = -9.5177 eV
  gap KS = 0.8901 eV, gap HF = 5.6556 eV, (gu|gu) = 4.8936 eV
  GL2 = -14.30128 eV = -0.525562 hartree, half slope FCI = -14.30128 eV
  MP2 = -2.62831 eV, FCI-HF = -4.59760 eV, GL2/(FCI-HF) = 3.1106
  g^2->u^2 term = -13.45250 eV, share of GL2 = 0.9407
```
